\section*{Vineyard's Prefactor for Ion Hops and the Resulting Field Drift}

\section*{Setting}

A metal ion that has entered an interlayer dielectric, such as copper driven by the field between two lines, spends nearly all its time vibrating in a well of the potential energy $V$. Occasionally it crosses a saddle into a neighbouring well. The problem is to find the hop rate from the shape of $V$ at two points, and then the drift velocity.

The ion and the host atoms that move with it have $N$ vibrational coordinates $q_i$ with masses $m_i$. The motion is classical and the well is in thermal equilibrium at temperature $T$, with $\beta=1/k_BT$. The minimum has energy zero and the saddle has energy $\Delta V\gg k_BT$. Rigid translations of the whole body, if present, give the same factor at both points and are left out of both. Mass-weighted coordinates $Q_i=\sqrt{m_i}\,q_i$ and $P_i=\dot Q_i$ turn the kinetic energy into $\tfrac12\sum_iP_i^2$. With $H_{ij}=\partial^2V/\partial q_i\partial q_j$, the mass-weighted Hessian is $D_{ij}=H_{ij}/\sqrt{m_im_j}$, and its eigenvalues are squared angular frequencies: $\omega_i^2$ at the minimum; $\omega_j'^2$ ($j=1,\dots,N-1$) and one negative value $-\omega_b^2$ at the saddle.

\section*{(a) The rate as an equilibrium flux}

\textit{Let a surface $S$ with unit normal $\mathbf n$ separate the two wells. Express the hop rate $\Gamma$ through $S$ by integrals over $V$, counting each outward crossing as one hop.}

\textbf{Solution.} The phase-space density, normalized to one system in the well, is
\begin{equation}
\rho=\frac{e^{-\beta(P^2/2+V)}}{(2\pi k_BT)^{N/2}Z},\qquad Z=\int_{\rm well}e^{-\beta V}d^NQ .
\end{equation}
The outward flux per unit area is the average of $P_n=\mathbf P\cdot\mathbf n$ over positive $P_n$. The other $N-1$ momentum integrals cancel their normalization, and the remaining one is
\begin{equation}
\int_0^\infty P_n\frac{e^{-\beta P_n^2/2}}{\sqrt{2\pi k_BT}}\,dP_n=\frac{k_BT}{\sqrt{2\pi k_BT}}=\sqrt{\frac{k_BT}{2\pi}} .
\end{equation}
Hence
\begin{equation}
\Gamma_S=\sqrt{\frac{k_BT}{2\pi}}\;\frac{\int_Se^{-\beta V}dS}{\int_{\rm well}e^{-\beta V}d^NQ}.
\label{flux}
\end{equation}
A trajectory that crosses $S$ outward, returns and crosses again is counted twice, so the choice of $S$ matters.

\section*{(b) The harmonic prefactor}

\textit{Take $S$ to be the plane through the saddle normal to the unstable mode. Expand $V$ to second order at both points and evaluate $\Gamma$.}

\textbf{Solution.} Near the minimum $V\simeq\frac12\sum_i\omega_i^2Q_i^2$. Since $\Delta V\gg k_BT$, the integrand is negligible at the edge of the well and the limits may be moved to infinity:
\begin{equation}
\int_{\rm well}e^{-\beta V}d^NQ\simeq\prod_{i=1}^N\frac{\sqrt{2\pi k_BT}}{\omega_i}.
\end{equation}
On $S$ the unstable coordinate $Q_b$ vanishes, so $V\simeq\Delta V+\frac12\sum_j\omega_j'^2Q_j^2$ and
\begin{equation}
\int_Se^{-\beta V}dS\simeq e^{-\beta\Delta V}\prod_{j=1}^{N-1}\frac{\sqrt{2\pi k_BT}}{\omega_j'} .
\end{equation}
The quotient has one factor $\sqrt{2\pi k_BT}$ more below than above. Together with the momentum factor this leaves
\begin{equation}
\sqrt{\frac{k_BT}{2\pi}}\,\frac1{\sqrt{2\pi k_BT}}=\frac1{2\pi},
\end{equation}
so the prefactor does not depend on temperature. With $\omega=2\pi\nu$ there are $N$ factors $2\pi$ above and $N-1$ below; the surplus one cancels $1/2\pi$:
\begin{equation}
\Gamma=\nu^*e^{-\beta\Delta V},\qquad
\nu^*=\frac1{2\pi}\frac{\prod_{i=1}^N\omega_i}{\prod_{j=1}^{N-1}\omega_j'}=\frac{\prod_{i=1}^N\nu_i}{\prod_{j=1}^{N-1}\nu_j'} .
\label{vineyard}
\end{equation}
This is Vineyard's formula. The plain ratio holds for ordinary frequencies; angular frequencies need the factor $1/2\pi$. The rate is for one saddle, and the total escape rate is the sum over all saddles around the well. The formula fails when a mode is so soft that $V$ is not quadratic over its thermal amplitude, for example a nearly free rotation.

\section*{(c) Another dividing plane}

\textit{Let the plane through the saddle have a general unit normal $\mathbf n$, with $V$ still rising in every direction within the plane. Compare its flux with that of part (b).}

\textbf{Solution.} The surface integral is now proportional to $(\det D_\perp)^{-1/2}$, where $D_\perp$ is the saddle matrix $D$ restricted to the plane. In an orthonormal basis whose first vector is $\mathbf n$, the first diagonal element of $D^{-1}$ is the cofactor $\det D_\perp$ divided by $\det D$. Therefore
\begin{equation}
\det D_\perp=\det D\;(\mathbf n^{T}D^{-1}\mathbf n),\qquad \det D=-\omega_b^2\prod_j\omega_j'^2 .
\end{equation}
With $n_b$ and $n_j$ the components of $\mathbf n$ along the saddle modes, $\mathbf n^TD^{-1}\mathbf n=-n_b^2/\omega_b^2+\sum_jn_j^2/\omega_j'^2$, and
\begin{equation}
\frac{\Gamma_{\mathbf n}}{\Gamma}=\left(\frac{\prod_j\omega_j'^2}{\det D_\perp}\right)^{1/2}
=\Big[n_b^2-\omega_b^2\sum_j\frac{n_j^2}{\omega_j'^2}\Big]^{-1/2}.
\label{over}
\end{equation}
The bracket is at most $n_b^2\le1$, and it equals one only for $n_b=\pm1$. Among planes through a harmonic saddle, the plane normal to the unstable mode thus has the smallest flux.

\section*{(d) Recrossing}

\textit{Show that in the harmonic saddle region the plane of part (b) is not recrossed, and that any tilted plane gives the same rate once recrossing is taken into account.}

\textbf{Solution.} The unstable coordinate obeys $\ddot Q_b=\omega_b^2Q_b$. Starting on the plane, $Q_b(0)=0$, it moves as $Q_b(t)=(P_b/\omega_b)\sinh\omega_bt$ and does not return.

For a general start, the growing part of $Q_b$ is $\frac12(Q_b+P_b/\omega_b)e^{\omega_bt}$, so a trajectory ends on the product side if $P_b>-\omega_bQ_b$. The true rate through a tilted plane is the net flux of these trajectories: one that comes from the reactant side crosses once net, and one that comes from the product side crosses zero times net. Their current along the unstable mode is
\begin{align}
J_b&=\frac{e^{-\beta V}}{Z}\int_{-\omega_bQ_b}^{\infty}P_b\frac{e^{-\beta P_b^2/2}}{\sqrt{2\pi k_BT}}dP_b
=\frac{e^{-\beta V}}{Z}\sqrt{\frac{k_BT}{2\pi}}\,e^{-\beta\omega_b^2Q_b^2/2}\nonumber\\
&=\frac1Z\sqrt{\frac{k_BT}{2\pi}}\,e^{-\beta\Delta V}e^{-\beta\sum_j\omega_j'^2Q_j^2/2}.
\end{align}
In the last step the term $-\frac12\omega_b^2Q_b^2$ in $V$ cancelled the exponential from the momentum integral. The currents along the stable modes vanish, because their momentum integrals are odd. The flux through the tilted plane is $\int J_bn_b\,dS$. Here $n_b\,dS=\prod_jdQ_j$ is the projected area element and $J_b$ does not depend on $Q_b$, so the result is the $\Gamma$ of part (b). The transmission factor of the tilted plane is therefore $\Gamma/\Gamma_{\mathbf n}$.

This argument covers the saddle region. The rate also requires that the ion lose its excess energy in the new well before it hops again. If it does not, immediate returns and multiple jumps are correlated with the first hop.

\section*{(e) What the masses do}

\textit{Separate the masses from the force constants in $\nu^*$.}

\textbf{Solution.} From the definition of $D$, $\det D=\det H/\prod_im_i$. Thus $\prod_i\omega_i=(\det H_{\rm min}/\prod m_i)^{1/2}$ and $\omega_b\prod_j\omega_j'=(|\det H_{\rm sad}|/\prod m_i)^{1/2}$. Dividing removes the masses:
\begin{equation}
\nu^*=\frac{\omega_b}{2\pi}\sqrt{\frac{\det H_{\rm min}}{|\det H_{\rm sad}|}} .
\label{det}
\end{equation}
If rigid translations are present, both determinants vanish and must be read as products of the nonzero eigenvalues; the mass factor then differs from $\prod_im_i$, but it is the same at both points and still cancels. The masses enter through $\omega_b$ alone. The root compares the curvatures of the two configurations, including the negative one at the saddle. For a given $\omega_b$, stiffer stable modes at the saddle lower $\nu^*$.

\section*{(f) A model hop}

\textit{An ion of mass 64 u moves along $x$ and across the path along $y$; a host unit of mass 60 u has displacement $u$. With $\theta=2\pi x/a$,}
\begin{align}
V={}&\tfrac B2(1-\cos\theta)+B_2(1-\cos2\theta)+\tfrac12\big[k_0+\tfrac{k_1}2(1-\cos\theta)\big]y^2\nonumber\\
&+\tfrac12k_u(u-s\sin\theta)^2 .
\end{align}
\textit{Take $a=3$ \AA, $B=1$ eV, $B_2=0.03$ eV, $s=0.4$ \AA, and $k_0,k_1,k_u=2,4,3$ eV/\AA$^2$, which are round model values. Find $\nu^*$ and the hop rate at 400 K.}

\textbf{Solution.} Stationary points need $y=0$, $u=s\sin\theta$ and $\sin\theta\,(B/2+4B_2\cos\theta)=0$. Since $B/2>4B_2$, the bracket has no zero. The minimum is at $x=0$, the saddle at $x=a/2$, and $\Delta V=B$. With $w=2\pi/a$, the second derivatives there are
\begin{align}
H_{xx}&=\big(\pm\tfrac B2+4B_2\big)w^2+k_us^2w^2, & H_{xu}&=\mp k_usw,\\
H_{yy}&=k_0\ \text{or}\ k_0+k_1, & H_{uu}&=k_u,
\end{align}
where the upper sign and the first value belong to the minimum. In eV/\AA$^2$ this gives $H_{xx}=4.825$ and $H_{xu}=-2.513$ at the minimum, and $0.439$ and $+2.513$ at the saddle. The saddle value of $H_{xx}$ is positive: with the host unit held at $u=0$, the ion at $x=a/2$ is stable against displacement along $x$. The instability is a joint motion of ion and host unit.

Diagonalizing $D$ gives 2.222, 2.764 and 5.071 THz at the minimum, 4.263 and 4.787 THz for the stable saddle modes, and $\omega_b/2\pi=2.069$ THz. Hence
\begin{equation}
\nu^*=\frac{31.133\ \text{THz}^3}{20.407\ \text{THz}^2}=1.526\ \text{THz}.
\end{equation}
Equation (\ref{det}) gives the same value, $2.069\sqrt{16.32/30.00}=1.526$ THz. Within the root, the transverse coordinate contributes $\sqrt{2/6}=0.58$ and the coupled $x,u$ pair contributes 1.28.

At 400 K, $\beta\Delta V=29.01$ and $\Gamma=\nu^*e^{-29.01}=0.384$ s$^{-1}$ in each direction. An error of 0.05 eV in the barrier would change this by a factor $e^{0.05/0.0345}\approx4$, more than the whole effect of the determinant ratio here.

The plane $x=a/2$ shows the effect of part (c). Its normal has $n_b=0.857$ and a component of size 0.515 along the stable mode at 4.263 THz. Equation (\ref{over}) gives
\begin{equation}
\big[0.857^2-0.515^2(2.069/4.263)^2\big]^{-1/2}=1.22 ,
\end{equation}
an overcount of 22\% relative to $\Gamma$. Direct integration of (\ref{flux}) with the full potential tests both results. Relative to Vineyard's rate, the mode plane gives 1.004 at 400 K and extrapolates to 1.0000 at zero temperature; the plane $x=a/2$ extrapolates to 1.2196. At 400 K anharmonicity thus changes the flux through the mode plane by about 0.4\% in this model; any recrossing that it causes at this temperature is not included in that figure. Trajectories followed for 0.45 ps in the full potential at 100 K give a transmission of 0.817 for the plane $x=a/2$, against the predicted $1/1.22=0.820$, and 1.000 for the mode plane. This time is long enough for the ion to leave the saddle region and too short for it to come back from the next well. From about 0.8 ps on, such returns lower both values, because the three coordinates have no bath to take up the ion's excess energy.

\section*{(g) When are classical vibrations good enough?}

\textit{Replace the classical partition functions of the stable modes by quantum ones, still treating the crossing itself classically. Find the leading correction and the low-temperature form.}

\textbf{Solution.} Let $z=\hbar\omega/k_BT$. A classical oscillator has partition function $1/z$; a quantum one has
\begin{equation}
\sum_{n=0}^\infty e^{-(n+1/2)z}=\frac1{2\sinh(z/2)}=\frac1z\Big(1-\frac{z^2}{24}+\dots\Big).
\end{equation}
The saddle modes stand in the numerator of the rate and the well modes in the denominator, so
\begin{equation}
\frac{\Gamma_{\rm qu}}{\Gamma}=1+\frac1{24}\Big(\sum_{i=1}^Nz_i^2-\sum_{j=1}^{N-1}z_j'^2\Big)+\dots
\end{equation}
In the example $z_i=0.267,\,0.332,\,0.608$ and $z'_j=0.512,\,0.574$. The sums are 0.551 and 0.591, and the ratio is $1-0.040/24=0.998$, as the explicit level sums also give. Each sum alone would shift the rate by over 2\%; the small net result comes from their near cancellation.

In the opposite limit, $z\gg1$, write (\ref{vineyard}) as $\nu^*=(k_BT/h)\prod_iz_i/\prod_jz'_j$ and replace each $z$ by $2\sinh(z/2)\to e^{z/2}$:
\begin{equation}
\Gamma_{\rm qu}\to\frac{k_BT}{h}\exp\Big[-\beta\Big(\Delta V+\tfrac12\sum_j\hbar\omega_j'-\tfrac12\sum_i\hbar\omega_i\Big)\Big].
\end{equation}
The frequencies have moved from the prefactor into the barrier as zero-point energies. Tunnelling along the unstable mode is absent from both expressions. Its leading effect at high temperature is also of order $\hbar^2$, so the factor 0.998 is the effect of the quantized vibrations alone and not the full quantum correction. For a parabolic barrier the tunnelling factor is $1+(\hbar\omega_b/k_BT)^2/24+\dots$; with $\hbar\omega_b/k_BT=0.248$ this is 1.0026, which outweighs 0.998 and makes the net factor about 1.001. The low-temperature form cannot be trusted where tunnelling competes with activation. In the example it has no useful range: at 50 K the quantum partition functions still give only 0.84 of this form while the parabolic tunnelling factor is already 1.19, and at 30 K, where the form holds to 4\%, that factor is 1.7.

\section*{(h) Drift in a field}

\textit{A field acts on the ion with force $F=qE$ along $x$, where $E$ is the local field. Find the drift velocity, and evaluate it for $q=e$ and $E=1$ MV/cm.}

\textbf{Solution.} The energy becomes $V-Fx$. At a stationary point the gradient vanishes, so a first-order shift of position does not change the energy to first order, and the change is $-Fx$ at the old position. With the well at 0 and the saddles at $\pm a/2$, the barriers become $\Delta V\mp Fa/2$.

The model potential is symmetric under inversion through the minimum and through each saddle. Inversion turns $F$ into $-F$, so the Hessian at the displaced stationary point is even in $F$, and the prefactor changes at order $F^2$. To first order in the exponent, $\Gamma_\pm=\Gamma e^{\pm\beta Fa/2}$. We now assume, as part (d) requires, that the ion loses its excess energy in each well before it hops again. The three coordinates of the model do not ensure this by themselves; the rest of the host must take up the energy. Successive hops are then independent, hops of $+a$ and $-a$ occur at these rates from every site, and the mean position advances at
\begin{equation}
v=a(\Gamma_+-\Gamma_-)=2a\Gamma\sinh\frac{qEa}{2k_BT}.
\end{equation}
For $qEa\ll2k_BT$ this is linear, $v\simeq\Gamma a^2qE/k_BT$. For $qEa\gg2k_BT$ it grows as $a\Gamma e^{qEa/2k_BT}$, as long as the lowered barrier stays much larger than $k_BT$ and the second-order change of the barrier, estimated below, stays much smaller than $k_BT$. For the model at 400 K this window is narrow: $qEa/2k_BT$ is 2.2 at 5 MV/cm and 4.4 at 10 MV/cm, where the velocity with the stationary points recomputed in the field lies 5\% and 13\% below the exponential law. Such fields are also close to the breakdown fields of interlayer dielectrics.

Here $qEa/2=0.0150$ eV and $qEa/2k_BT=0.435$, so
\begin{equation}
v=2(0.3\ \text{nm})(0.384\ \text{s}^{-1})\sinh0.435=0.103\ \text{nm/s},
\end{equation}
and a distance of 100 nm takes about 970 s. The linear law would be 3\% low.

Recomputing the stationary points in the field gives a velocity 0.14\% lower. The second-order energy explains this. Minimizing or, at the saddle, making stationary $\frac12\delta q^TH\delta q-F\delta x$ gives $-\frac12F^2(H^{-1})_{xx}$. With $(H^{-1})_{xx}=H_{yy}H_{uu}/\det H$, this element is $6/16.32=0.368$ \AA$^2$/eV at the minimum and $-18/30.00=-0.600$ \AA$^2$/eV at the saddle. For $F=0.01$ eV/\AA\ both barriers rise by $\frac12(10^{-4})(0.968)=5\times10^{-5}$ eV, which is 0.14\% of $k_BT$.

The result describes one ion on a periodic path. In an amorphous dielectric each saddle has its own $\nu^*$ and $\Delta V$, and accumulated ions alter the local field; the 970 s is a transit time of the model with independent hops, not a lifetime of an insulator. The computed values are collected in the numerical output below.

\section*{Computed values}
\begin{verbatim}
step length a = 3.0 angstrom; ion mass = 64 u; host mass = 60 u
B = 1.00 eV; B2 = 0.03 eV; s = 0.4 angstrom
k0, k1, ku = 2.0, 4.0, 3.0 eV/angstrom^2
temperature = 400 K; kT = 0.03447 eV
barrier = 1.0000 eV; barrier/kT = 29.011
well Hessian xx, xu, yy, uu = 4.8251, -2.5133, 2.0000, 3.0000 eV/angstrom^2
well Hessian determinant = 16.3177 (eV/angstrom^2)^3
saddle Hessian xx, xu, yy, uu = 0.4386, 2.5133, 6.0000, 3.0000 eV/angstrom^2
saddle Hessian determinant = -30.0036 (eV/angstrom^2)^3
well frequencies = [2.2218 2.7636 5.0705] THz
stable saddle frequencies = [4.2632 4.7867] THz
unstable mode omega_b/(2 pi) = 2.0688 THz
unstable mode vector (mass-weighted x, y, u) = [ 0.8572  0.     -0.515 ]
product of well frequencies = 31.1334 THz^3
product of stable saddle frequencies = 20.4067 THz^2
Vineyard prefactor = 1.5256 THz
hop rate, one direction, no field = 0.3837 1/s
full flux/Vineyard at 400 K: mode plane 1.00442, x plane 1.22223
full flux/Vineyard at 200 K: mode plane 1.00238, x plane 1.22111
full flux/Vineyard at 100 K: mode plane 1.00124, x plane 1.22038
full flux/Vineyard at 50 K: mode plane 1.00063, x plane 1.21998
extrapolated to 0 K: mode plane 1.00002, x plane 1.21958
predicted overcount of x plane = 1.21955; inverse = 0.8200
trajectory transmission at 100 K: mode plane 1.000, x plane 0.817
hbar omega/kT in well = [0.2666 0.3316 0.6084]
hbar omega/kT at saddle, stable = [0.5115 0.5743]
hbar omega_b/kT = 0.2482
quantum/classical rate, level sums = 0.99833; leading formula = 0.99832
local field = 1.0 MV/cm; q E a/2 = 0.0150 eV; q E a/(2kT) = 0.4352
barriers in field: forward 0.98505 eV, backward 1.01505 eV
rates in field: forward 0.5921 1/s, backward 0.2480 1/s
drift velocity: sinh law 0.10338 nm/s, full field calculation 0.10324 nm/s
time to drift 100 nm (sinh law) = 967 s
\end{verbatim}
